\section*{Static Transverse Conductivity of an Electron Gas with Two Collision Rates}

\section{The kinetic equation}

\textbf{Q.} Drude theory gives a metal one conductivity. If the field varies in space, why not use the local field in Ohm's law?

\textbf{A.} Because an electron carries momentum from where it was accelerated to where it next collides. If the field changes over that distance, the current at a point depends on the field elsewhere. For a plane wave this means a conductivity that depends on the wavevector $q$. Take a degenerate, isotropic, three-dimensional gas of density $n$, mass $m$, charge $-e$ and Fermi speed $v$, with $p_F=mv=\hbar k_F$. Let the total field be $\mathbf E=E\,\hat{\mathbf x}\,e^{iqz}$, perpendicular to its wavevector, and define $\sigma_T(q)$ by $j_x=\sigma_T E$. The medium is infinite, the response linear, and $q\ll k_F$, so that a Boltzmann equation applies.

\textbf{Q.} Such a field has a curl, so Faraday's law gives a magnetic field that changes in time. How can anything be static?

\textbf{A.} With time dependence $e^{-i\omega t}$, Faraday's law gives $B_y=qE/\omega$. ``Static'' therefore means a limit: first the response linear in $E$, then $\omega\to0$. In linear order the magnetic force acts on the equilibrium distribution $f_0(\varepsilon)$, whose momentum gradient is $\mathbf v f_0'$, and $(\mathbf v\times\mathbf B)\cdot\mathbf v=0$. The magnetic field drops out of the Boltzmann equation, however large $q/\omega$ is, provided $E$ is small enough. The quantum gas does respond to $B$ in equilibrium. Landau diamagnetism adds $i(ne^2/m)(q/2k_F)^2/\omega$ to $\sigma_T$, and spin magnetisation adds a term three times as large with the opposite sign. To leading order these currents are out of phase with $E$ and grow as $\omega\to0$; the in-phase part they leave is a few times $10^{-5}$ of $\sigma_T$ in the 100 nm copper example below. The static limit below therefore refers to the dissipative, in-phase part of $\sigma_T$.

\textbf{Q.} Then what equation is left?

\textbf{A.} Write $f=f_0+(-f_0')\chi(\hat{\mathbf n})e^{iqz}$, where $\hat{\mathbf n}$ is the direction of the momentum and $\mu=n_z=\cos\theta$. Streaming gives $iqv\mu\,\chi(-f_0')$. The electric force gives $-e\mathbf E\cdot\mathbf v f_0'=+eEv\,n_x(-f_0')$. Dividing by $-f_0'$,
\begin{equation}
iqv\mu\,\chi+eEv\,n_x=C[\chi].
\end{equation}
For the collisions I use two constant rates. Rate $\gamma_{mr}$ relaxes the distribution towards an isotropic one, and $\gamma_{mc}$ relaxes it towards a drifting sphere:
\begin{equation}
C[\chi]=-\gamma_{mr}\left(\chi-\langle\chi\rangle\right)-\gamma_{mc}\left(\chi-\langle\chi\rangle-3\hat{\mathbf n}\cdot\langle\hat{\mathbf n}\chi\rangle\right),
\end{equation}
where $\langle\cdot\rangle$ is the average over directions.

\textbf{Q.} Why is the last term a drifting sphere, and why the factor 3?

\textbf{A.} Shifting the sphere by $m\mathbf u$ changes the distribution by $-f_0'\,\mathbf p\cdot\mathbf u$, so $\chi=p_F\hat{\mathbf n}\cdot\mathbf u$. Since $\langle n_in_j\rangle=\delta_{ij}/3$, this has $3\langle\hat{\mathbf n}\chi\rangle=p_F\mathbf u$, and the $\gamma_{mc}$ term vanishes on it. The conservation laws follow. Averaging gives $\langle C\rangle=0$, because $\langle\hat{\mathbf n}\rangle=0$: both processes conserve particles. Weighting with $n_x$ gives
\begin{equation}
\langle n_xC\rangle=-\gamma_{mr}\langle n_x\chi\rangle-\gamma_{mc}\left(\langle n_x\chi\rangle-\langle n_x\chi\rangle\right)=-\gamma_{mr}\langle n_x\chi\rangle ,
\end{equation}
so $\gamma_{mr}$ alone removes momentum.

For a general $\chi$, the mean velocity also obeys $p_Fu=3\langle n_x\chi\rangle$. With density of states $g$, the momentum density is $g\,p_F\langle n_x\chi\rangle=nmu$. Here $g=mp_F/(\pi^2\hbar^3)$ and $n=p_F^3/(3\pi^2\hbar^3)$, so $n=gp_Fv/3$, which gives the stated relation.

\section{Solving for the current}

\textbf{Q.} The collision term contains averages of the unknown. Does that not leave an integral equation?

\textbf{A.} Yes, but one with a single unknown number. The source is odd under $n_x\to-n_x$, and the rest of the equation is unchanged by that reflection. Hence $\chi$ is odd in $n_x$, and $\langle\chi\rangle=\langle n_y\chi\rangle=\langle n_z\chi\rangle=0$. No charge builds up. (At $q=0$ the equation leaves a uniform density free; neutrality sets it to zero.) With $\gamma=\gamma_{mr}+\gamma_{mc}$,
\begin{equation}
(\gamma+iqv\mu)\chi=\left(-eEv+\gamma_{mc}\,p_Fu\right)n_x .
\end{equation}
Divide by the bracket on the left, multiply by $3n_x$ and average:
\begin{equation}
p_Fu=\left(-eEv+\gamma_{mc}\,p_Fu\right)\frac{G(s)}{\gamma},\qquad
G(s)=3\left\langle\frac{n_x^2}{1+is\mu}\right\rangle,\qquad s=\frac{qv}{\gamma}.
\label{self}
\end{equation}
The number $s$ is $q$ times the path $v/\gamma$ between collisions of either kind.

\textbf{Q.} $G$ looks complex. Is there a phase shift between field and current?

\textbf{A.} No. The imaginary part of $1/(1+is\mu)$ is odd in $\mu$ and averages to zero. With $n_x^2=(1-\mu^2)\cos^2\phi$, the azimuthal average gives $1/2$ and the polar average is $\frac12\int d\mu$, so
\begin{align}
G(s)&=\frac34\int_{-1}^{1}\frac{1-\mu^2}{1+s^2\mu^2}\,d\mu
=\frac34\int_{-1}^{1}\left[-\frac1{s^2}+\frac{1+s^2}{s^2}\,\frac1{1+s^2\mu^2}\right]d\mu\nonumber\\
&=\frac34\left[-\frac2{s^2}+\frac{2(1+s^2)}{s^3}\arctan s\right]
=\frac{3}{2s^3}\left[(1+s^2)\arctan s-s\right].
\label{G}
\end{align}

\textbf{Q.} And the conductivity?

\textbf{A.} Multiply (\ref{self}) by $\gamma/G$ and collect $u$: $p_Fu\,(\gamma/G-\gamma_{mc})=-eEv$. Since $p_F=mv$, this is $u=-eE/(mD)$, and $j_x=-enu$ gives
\begin{equation}
\boxed{\;\sigma_T(q)=\frac{ne^2}{m\,D(q)},\qquad D(q)=\frac{\gamma}{G(qv/\gamma)}-\gamma_{mc}=\gamma_{mr}+\gamma\left[\frac1{G(qv/\gamma)}-1\right].\;}
\label{main}
\end{equation}
As a check, the kinetic equation with its full collision term was solved on a grid of 60 polar by 6 azimuthal directions, for five sets of rates with $s$ between 0 and about 3.1. The largest relative difference from (\ref{main}) was $2\times10^{-14}$.

\section{Drude and viscous limits}

\textbf{Q.} Where is Drude?

\textbf{A.} At $q=0$ the integral gives $G=\frac34\left(2-\frac23\right)=1$. Then $D=\gamma_{mr}$ and $\sigma_0=ne^2/(m\gamma_{mr})$. The rate $\gamma_{mc}$ has cancelled, as it must: in a uniform field the whole sphere drifts, and collisions that conserve momentum cannot slow it.

For small $s$, expand $1/(1+s^2\mu^2)$ as a geometric series and integrate term by term:
\begin{equation}
\frac34\int_{-1}^1(1-\mu^2)\mu^{2k}d\mu=\frac32\left(\frac1{2k+1}-\frac1{2k+3}\right)=\frac{3}{(2k+1)(2k+3)},
\end{equation}
so $G=1-\frac{s^2}{5}+\frac{3s^4}{35}-\dots$ for $|s|<1$. Inverting,
\begin{equation}
\frac1G-1=\frac{s^2}5+\left(\frac1{25}-\frac3{35}\right)s^4+\dots=\frac{s^2}{5}-\frac{8s^4}{175}+\dots
\end{equation}
and therefore
\begin{equation}
D=\gamma_{mr}+\nu q^2-\frac{8v^4q^4}{175\,\gamma^3}+\dots,\qquad \nu=\frac{v^2}{5\gamma}.
\label{visc}
\end{equation}
If $\nu q^2\ll\gamma_{mr}$ as well, then $\sigma_T\simeq\sigma_0(1-\nu q^2/\gamma_{mr})$.

\textbf{Q.} A coefficient of $q^2$ with the units of a viscosity need not be one.

\textbf{A.} Then test it on the momentum balance. Multiply the kinetic equation by $3n_x/p_F$ and average. The force term becomes $eE/m$ and the collision term $-\gamma_{mr}u$:
\begin{equation}
\frac{iqv}{p_F}\,3\langle n_xn_z\chi\rangle+\frac{eE}{m}=-\gamma_{mr}u .
\end{equation}
The flux of $x$-momentum along $z$ is $\Pi_{xz}=g\,p_Fv\langle n_xn_z\chi\rangle=3n\langle n_xn_z\chi\rangle$, so the first term is $iq\Pi_{xz}/(nm)$. A viscous fluid has $\Pi_{xz}=-nm\nu\,\partial_zu=-iq\,nm\nu u$, which turns this term into $\nu q^2u$. The balance then reads $-eE/m=(\gamma_{mr}+\nu q^2)u$. Comparison with (\ref{main}) gives a viscosity for every $q$ in this model,
\begin{equation}
\nu(q)=\frac{\gamma}{q^2}\left[\frac1{G(qv/\gamma)}-1\right],
\end{equation}
whose small-$q$ limit is $v^2/(5\gamma)$.

\textbf{Q.} But put $\gamma_{mc}=0$. The $q^2$ term survives, in a gas that is no fluid at all.

\textbf{A.} It does, with $\nu=v^2/(5\gamma_{mr})$. A $q^2$ correction is therefore no evidence of hydrodynamic flow. What distinguishes a viscous fluid is a range of $q$ in which viscosity dominates the drag while $s$ is still small. Since $\nu q^2=\gamma s^2/5$, the condition $\nu q^2>\gamma_{mr}$ reads $s^2>5\gamma_{mr}/\gamma$. This is compatible with $s\ll1$ only if $\gamma\gg5\gamma_{mr}$, that is, if momentum-conserving collisions are far more frequent than relaxing ones.

\textbf{Q.} Does the result depend on giving every distortion of the sphere the same rate?

\textbf{A.} The coefficient of $q^2$ in $D$ depends on one rate only, that of the $l=2$ distortion. Let an isotropic collision operator relax the harmonic of order $l$ at rate $\gamma_l$. To the order needed, $\chi=c\,n_x+d\,n_xn_z$, the parts with $l=1$ and $l=2$. Streaming turns $c\,n_x$ into $iqvc\,n_xn_z$, so the $l=2$ balance is $\gamma_2d+iqvc=0$. Projecting the equation on $n_x$ and using $\langle n_x^2n_z^2\rangle=1/15$,
\begin{equation}
-eEv=\gamma_1c+iqv\,d\;\frac{\langle n_x^2n_z^2\rangle}{\langle n_x^2\rangle}
=\left(\gamma_1+\frac{q^2v^2}{5\gamma_2}\right)c .
\end{equation}
The $l=3$ part is of order $q^2c$ and changes $D$ at order $q^4$. Thus $\nu=v^2/(5\gamma_2)$. The two-rate model sets $\gamma_1=\gamma_{mr}$ and $\gamma_l=\gamma$ for all $l\ge2$. In it, $\gamma_{mc}$ stands for an excess of the higher rates over the first that is the same for all $l\ge2$; for the $q^2$ term only the excess at $l=2$ matters. Small-angle scattering by phonons or defects produces such an excess even though it does relax momentum, so an excess inferred from $\sigma_T(q)$ is not by itself evidence of momentum-conserving collisions.

\section{Beyond small wavevectors}

\textbf{Q.} How wrong can the viscous form be?

\textbf{A.} Its error has a definite sign. $G$ is the average of $1/(1+s^2\mu^2)$ with the normalized weight $\frac34(1-\mu^2)$. This function is convex in $\mu^2$, and the weighted mean of $\mu^2$ is $\frac32\left(\frac13-\frac15\right)=\frac15$. Jensen's inequality gives $G\ge1/(1+s^2/5)$, while $G\le1$ is evident. Hence
\begin{equation}
\gamma_{mr}\le D(q)\le\gamma_{mr}+\frac{v^2q^2}{5\gamma}.
\label{bounds}
\end{equation}
The viscous form never overestimates $\sigma_T$. For $s\gg1$ it fails badly. There $\arctan s=\frac\pi2-\frac1s+\dots$, so the bracket in (\ref{G}) is $\frac\pi2s^2-2s+\dots$, and
\begin{equation}
G=\frac{3\pi}{4s}-\frac3{s^2}+\dots,\qquad
\frac1G=\frac{4s}{3\pi}\left(1+\frac4{\pi s}+\dots\right),
\end{equation}
\begin{equation}
D=\frac{4qv}{3\pi}+\frac{16\gamma}{3\pi^2}-\gamma_{mc}+\dots
\label{large}
\end{equation}
The drag grows as $q$, not $q^2$. With $n=k_F^3/(3\pi^2)$ and $mv=\hbar k_F$, the leading term gives
\begin{equation}
\sigma_T\to\frac{3\pi ne^2}{4mvq}=\frac{e^2k_F^2}{4\pi\hbar q}.
\end{equation}
No collision rate is left. An electron crossing many field periods between collisions gains almost nothing. The current comes from those moving nearly along the wavefronts, with $|\mu|$ of order $1/s$: at large $s$ half of it comes from $|\mu|<1/s$ and about 80\% from $|\mu|<3/s$. Their share falls as $\gamma/(qv)$ while they are accelerated for a time $1/\gamma$, and the product is free of $\gamma$.

\textbf{Q.} In (\ref{visc}) a larger $\gamma_{mc}$ lowers the drag. In (\ref{large}) its net coefficient is $16/(3\pi^2)-1\approx-0.46$, again negative. Do more collisions really improve conduction at every $q$?

\textbf{A.} Yes, in this model, with $\gamma_{mr}$ and $q\neq0$ held fixed. Because $\partial s/\partial\gamma=-s/\gamma$,
\begin{equation}
\frac{\partial D}{\partial\gamma_{mc}}=\frac1G+\frac{sG'}{G^2}-1=\frac{(sG)'}{G^2}-1 .
\end{equation}
From (\ref{G}), $sG=\frac32\left[(1+s^{-2})\arctan s-s^{-1}\right]$, so
\begin{equation}
(sG)'=\frac32\left[-\frac{2\arctan s}{s^3}+\frac1{s^2}+\frac1{s^2}\right]=\frac{3(s-\arctan s)}{s^3}.
\end{equation}
Put $s=\tan t$ with $0<t<\pi/2$, and write $S=\sin t$, $C=\cos t$. Then $(sG)'=3C^2(S-tC)/S^3$ and $G=3C(t-SC)/(2S^3)$, which gives
\begin{equation}
\frac{\partial D}{\partial\gamma_{mc}}=\frac{4S^3(S-tC)}{3(t-SC)^2}-1 .
\end{equation}
This is negative if $F(t)=3(t-SC)^2-4S^3(S-tC)$ is positive. We have $F(0)=0$. Using $(t-SC)'=2S^2$ and $(S-tC)'=tS$,
\begin{align}
F'&=12S^2(t-SC)-12S^2C(S-tC)-4tS^4\nonumber\\
&=4S^2\left[3t-6SC+3tC^2-tS^2\right]
=4S^2\left[6t-4tS^2-6SC\right]\nonumber\\
&=4S^2\left[2x+x\cos x-3\sin x\right],\qquad x=2t,
\end{align}
where the last line uses $2S^2=1-\cos x$ and $2SC=\sin x$. The bracket is $(2+\cos x)\,h(x)$ with $h=x-3\sin x/(2+\cos x)$. Now $h(0)=0$ and
\begin{equation}
h'(x)=1-\frac{3(1+2\cos x)}{(2+\cos x)^2}=\frac{(1-\cos x)^2}{(2+\cos x)^2}\ge0,
\end{equation}
with equality in this range only at $x=0$. So $h>0$, then $F>0$, and the drag falls as $\gamma_{mc}$ rises.

Physically, momentum is passed between neighbouring half-waves that are driven in opposite directions, and this exchange cancels drift. At small $q$ frequent collisions shorten the reach of the exchange. As $\gamma_{mc}\to\infty$ at fixed $q$, the bounds (\ref{bounds}) close on $D=\gamma_{mr}$, and the Drude value returns.

\section{Numbers for an interconnect metal}

\textbf{Q.} Does any of this matter in copper at room temperature?

\textbf{A.} Take rough free-electron values: $n=85\ \mathrm{nm^{-3}}$, $1/\gamma_{mr}=25$ fs and $T=300$ K. They give $v=1.575$ nm/fs, $E_F=7.05$ eV, a path $v/\gamma_{mr}=39.4$ nm and a Drude resistivity of $1.670\ \mu\Omega\,$cm (59.9 MS/m). For electron--electron collisions I use the order-of-magnitude estimate $\gamma_{mc}\sim(k_BT)^2/(\hbar E_F)$, which gives $1/\gamma_{mc}=6.9$ ps and $\gamma_{mc}/\gamma_{mr}=0.0036$. This counts every such collision as momentum-conserving, although umklapp is allowed in copper ($G_{111}\approx30\ \mathrm{nm^{-1}}<4k_F\approx54\ \mathrm{nm^{-1}}$) and relaxes momentum; setting $\gamma_{mc}=0$ changes the 100 nm result below by only 0.06\%. Copper is far from the hydrodynamic regime. Digits beyond the second serve only to let the arithmetic be followed; the rough inputs do not justify them for real copper.

At a field wavelength of 100 nm, $q=2\pi/100=0.0628\ \mathrm{nm^{-1}}$. With $v/\gamma=39.23$ nm, $s=2.465$ and $G=0.5932$, so
\begin{equation}
\frac1{\sigma_T}=1.670\left(\frac{1.0036}{0.5932}-0.0036\right)=2.82\ \mu\Omega\,\mathrm{cm}\quad(35.5\ \mathrm{MS/m}).
\end{equation}
The viscous form, with $\sqrt{\nu/\gamma_{mr}}=17.57$ nm, gives $1.670\,[1+(0.06283\times17.57)^2]=3.71\ \mu\Omega\,$cm, which is 31\% above the full result. At 300 nm the two are 1.90 and 1.87, so there the viscous form gives the total to 1.4\%, though it overestimates the nonlocal part by about 14\%.

At 40 nm the full result is $5.35\ \mu\Omega\,$cm. The collisionless term alone gives 4.38; the constant terms in (\ref{large}) add about 0.90 and bring it to 5.28.

\textbf{Q.} And if momentum-conserving collisions were frequent?

\textbf{A.} Consider a hypothetical metal with the same $n$, $m$ and $\gamma_{mr}$ but $\gamma_{mc}=10\gamma_{mr}$. The path $v/\gamma$ shrinks to 3.58 nm. At 100 nm, $1/\sigma_T$ is $1.85\ \mu\Omega\,$cm instead of 2.82; at 40 nm it is 2.76 instead of 5.35. The viscous form now gives 2.83 at 40 nm, an overestimate of under 3\% of the total and about 7\% of the nonlocal part. Even here the viscous part, $2.76-1.67=1.09$, is smaller than the Drude part. A ratio of ten does not yet give a wide viscous regime.

\textbf{Q.} Can I read these as resistivities of copper lines 100 or 40 nm wide?

\textbf{A.} No. They are bulk responses to a periodic field. A real line has surfaces and grain boundaries, which the model omits. The path divided by the size is 0.98 for a 40 nm line, so diffuse surfaces could add a scattering rate comparable with $\gamma_{mr}$ itself. For 1000 nm grains the ratio is 0.039. In the Mayadas--Shatzkes model with boundary reflection probability $R$, the resistivity then rises by about $1.5\times0.039\,R/(1-R)$: 1.5\% at $R=0.2$, 6\% at $R=0.5$ and 23\% at $R=0.8$. If the grains are as small as a 40 nm line, the rise is 35\% at $R=0.2$ and about 140\% at $R=0.5$.

Within the bulk, the model also omits the non-spherical Fermi surface of copper. A trial change of speed shows how sensitive the result is, though not how large the real effect is. At 100 nm, with the rates and the Drude value held fixed, changing the speed along $q$ by $\mp20\%$ changes $1/\sigma_T$ by $-11\%$ or $+12\%$. Raising the rates with $l\ge2$ by a trial $0.3\gamma_{mr}$ lowers it by 4.4\%. Small-angle scattering can do more. A Bloch--Gr\"uneisen model with normal phonon processes only (Debye cutoff $17\ \mathrm{nm^{-1}}$, Debye temperature 315--343 K) has $\gamma_2\approx2.2\gamma_1$ at 300 K and lowers it by about 13\%. Pure angular diffusion, $\gamma_l\propto l(l+1)$, lowers it by about 18\%. Large-angle processes reduce the excess and can make it negative: uniform scattering into the angles beyond the Debye cutoff alone has $\gamma_2\approx0.8\gamma_1$ and raises $1/\sigma_T$ by about 3\%. Ten times the estimated electron--electron rate lowers it by 0.5\%. Thermal smearing at constant rates changes it by 0.001\%, and the quantum scale $(q/2k_F)^2$ is $5\times10^{-6}$. The out-of-phase Landau current is larger than this, relative to $\sigma_T$, by the factor $D/\omega$; with the spin term the net free-electron current is twice as large and of opposite sign.

\textbf{Q.} A signal line is not driven at zero frequency either.

\textbf{A.} A finite frequency adds $-i\omega\chi$ to the left of the kinetic equation, which replaces $\gamma_{mr}$ by $\gamma_{mr}-i\omega$, and hence $\gamma$ by $\gamma-i\omega$, throughout (\ref{main}). At 10 GHz and 100 nm this adds to $1/\sigma_T$ an imaginary part of 0.07\% of its size, while the real part moves by only about $10^{-5}$\%. The Landau term left out of the Boltzmann equation, of relative size $(q/2k_F)^2D/\omega$, is an out-of-phase 0.6\% there; together with the spin term the net for free electrons is 1.1\% with the opposite sign. Both are ten times larger at 1 GHz, and the magnetism of the ion cores is not included. For the dissipative part the static limit is good.

At this frequency the skin effect does not by itself produce such short wavelengths. The local skin depth at 10 GHz, $\sqrt{2/(\mu_0\omega\sigma_0)}$, is 650 nm. Taking $q$ as its inverse, the nonlocal rise of $1/\sigma_T$ is $39.4\times39.2/(5\times650^2)\approx0.07\%$. A skin-effect field is not a single plane wave, so this is a scale only. It is the right scale for a specular surface. A diffuse surface shifts the surface impedance at first order in path over skin depth, by about 1.6\% here, almost all of it in the reactance. In copper at 300 K and 10 GHz, then, the skin effect alone leaves conduction nearly local. The nonlocal rise of $1/\sigma_T$ in the model passes 10\% only for wavelengths below about 330 nm (24\% at 200 nm, 69\% at 100 nm), and in a line of that size surfaces must be treated as well. The numerical output lists values at 1000, 300, 100 and 40 nm.

\section*{Table of computed values}
\begin{verbatim}
Inputs (rough copper values)
density n = 85 nm^-3, T = 300 K
momentum-relaxation time = 25 fs
Derived
k_F = 13.60 nm^-1, v_F = 1.575 nm/fs
E_F = 7.05 eV, kT = 0.0259 eV
Drude resistivity = 1.670 uOhm cm
Drude conductivity = 59.9 MS/m
path v_F/g_mr = 39.4 nm
estimated e-e time 1/g_mc = 6.9 ps
estimated g_mc/g_mr = 3.60e-03
copper: g_mc/g_mr = 0.0036, v_F/g = 39.23 nm
  nu = 123.5 cm^2/s, sqrt(nu/g_mr) = 17.57 nm
  wavelength nm | s | G | 1/sigma, viscous form (uOhm cm)
   1000 | 0.2465 | 0.9882 | 1.690, 1.690
    300 | 0.8216 | 0.8937 | 1.869, 1.896
    100 | 2.4647 | 0.5932 | 2.819, 3.706
     40 | 6.1617 | 0.3128 | 5.353, 14.396
hypothetical: g_mc/g_mr = 10.0000, v_F/g = 3.58 nm
  nu = 11.3 cm^2/s, sqrt(nu/g_mr) = 5.31 nm
  wavelength nm | s | G | 1/sigma, viscous form (uOhm cm)
   1000 | 0.0225 | 0.9999 | 1.672, 1.672
    300 | 0.0750 | 0.9989 | 1.691, 1.691
    100 | 0.2249 | 0.9901 | 1.854, 1.856
     40 | 0.5622 | 0.9441 | 2.758, 2.831
collisionless 1/sigma at 40 nm = 4.383 uOhm cm
Neglected effects, copper, 100 nm: change of 1/sigma
thermal smearing: 0.0010 %
quantum scale (q/2k_F)^2 = 5.3e-06
10 GHz drive, modulus: 0.068 %
speed along q times 0.8: -11.2 %
speed along q times 1.2: +11.5 %
l>=2 rates raised by 0.3 g_mr: -4.4 %
e-e rate times 0: +0.06 %
e-e rate times 10: -0.52 %
path/size, 1000 nm grain: 0.039
path/size, 40 nm line: 0.98
skin depth at 10 GHz = 650 nm
nonlocal rise at q = 1/skin depth: 0.073 %
largest error, formula vs kinetic equation: 2e-14
\end{verbatim}
